\section*{Separating the electronic and nuclear parts of silica's permittivity}

\section*{Question}

I have two numbers for dry silica glass: the refractive index for visible light, $n=1.46$, and the static relative permittivity, $k=3.9$. The exercise asks me to separate the electronic permittivity from the contribution of the nuclei. I suspect that I should square $n$ and subtract, but three things bother me.

\begin{enumerate}
\item When the nuclei move, they drag electrons along. How can the two contributions simply add?
\item Visible light has neither zero nor infinite frequency. Why should $n^2$ be the electronic part, and how wrong can that be?
\item Once I have the two numbers, does the larger one tell me which mechanism dominates?
\end{enumerate}

\section*{Answer}

Your recipe is right, as an approximation whose error can be estimated. I do the subtraction first and then take your three points.

\subsection*{Definitions and the subtraction}

For an isotropic material with linear response, the polarization in the macroscopic field $E$ is
\begin{equation}
P=\varepsilon_0(\varepsilon-1)E .
\end{equation}
The relative permittivity $\varepsilon$ thus includes the vacuum's 1, and the material's own response is the susceptibility $\chi=\varepsilon-1$. Let $\varepsilon_\infty$ be the permittivity when the electrons respond to a slow field but the nuclei are held fixed. The nuclear contribution is defined as
\begin{equation}
\Delta\varepsilon=k-\varepsilon_\infty .
\end{equation}

To connect $n$ with $\varepsilon$, take a wave along $z$ with $E$ along $x$ and $H$ along $y$. In a non-magnetic, transparent medium, Maxwell's equations read
\begin{equation}
\frac{\partial E}{\partial z}=-\mu_0\frac{\partial H}{\partial t},
\qquad
\frac{\partial H}{\partial z}=-\varepsilon_0\varepsilon\frac{\partial E}{\partial t},
\end{equation}
where $\varepsilon$ is taken at the frequency of the wave. Differentiate the first equation with respect to $z$ and insert the second:
\begin{equation}
\frac{\partial^2E}{\partial z^2}
=-\mu_0\frac{\partial}{\partial t}\frac{\partial H}{\partial z}
=\mu_0\varepsilon_0\varepsilon\frac{\partial^2E}{\partial t^2}
=\frac{\varepsilon}{c^2}\frac{\partial^2E}{\partial t^2}.
\end{equation}
For a wave of a single frequency, the phase speed is therefore $c/\sqrt{\varepsilon}$. By definition of the index it is also $c/n$, so $\varepsilon=n^2$ at the light's frequency. Taking this value for $\varepsilon_\infty$ gives
\begin{align}
\varepsilon_\infty&\approx n^2=1.46^2=2.1316\approx2.13,\\
\Delta\varepsilon&\approx3.9-2.1316=1.7684\approx1.77 .
\end{align}
Multiplied by $\varepsilon_0$, these are 18.87 and 15.66 pF/m.

The inputs are rounded. If $n$ is known to $\pm0.005$ and $k$ to $\pm0.05$, the extreme values of the difference are
\begin{equation}
3.85-1.465^2=1.704,\qquad 3.95-1.455^2=1.833 .
\end{equation}
The second decimal of 1.77 is therefore the result of the arithmetic, not a property of silica known to that accuracy.

\subsection*{Why the contributions add although electrons follow the nuclei}

A small model shows where the dragged electrons go. A nucleus with its inner electrons forms a core of charge $Q$ and displacement $u$. Its outer electrons form a shell of charge $q$ and displacement $x$. A fixed sublattice carries the compensating charge. Three springs join core to shell ($s$), shell to sublattice ($g$) and core to sublattice ($K$), all with positive constants. In a field $E$ the energy is
\begin{equation}
U=\tfrac12s(x-u)^2+\tfrac12gx^2+\tfrac12Ku^2-E(qx+Qu).
\end{equation}
The induced dipole is $qx+Qu$, and the susceptibility is this dipole divided by $\varepsilon_0VE$, with $V$ the cell volume. I use units in which $\varepsilon_0V=1$.

In equilibrium $\partial U/\partial x=0$:
\begin{equation}
s(x-u)+gx-qE=0
\quad\Rightarrow\quad
x=\frac{su+qE}{s+g}.
\label{eq:x}
\end{equation}
With the core clamped at $u=0$, the dipole is $qx=q^2E/(s+g)$, so the electronic susceptibility is
\begin{equation}
\chi_{\rm el}=\frac{q^2}{s+g}.
\end{equation}
Now release the core. The condition $\partial U/\partial u=0$ is $-s(x-u)+Ku-QE=0$. Inserting \eqref{eq:x} and collecting the terms in $u$ and in $E$ gives
\begin{equation}
\left(K+s-\frac{s^2}{s+g}\right)u=\left(Q+\frac{qs}{s+g}\right)E .
\end{equation}
Since $s-s^2/(s+g)=sg/(s+g)$, this is $\Phi u=Z^*E$ with
\begin{equation}
\Phi=K+\frac{sg}{s+g},\qquad Z^*=Q+\frac{qs}{s+g}.
\end{equation}
The dipole, again with \eqref{eq:x}, becomes
\begin{equation}
qx+Qu=\frac{q^2}{s+g}E+\left(Q+\frac{qs}{s+g}\right)u
=\chi_{\rm el}E+Z^*u .
\end{equation}
Inserting $u=Z^*E/\Phi$ and dividing by $E$,
\begin{equation}
\chi=\chi_{\rm el}+\frac{(Z^*)^2}{\Phi}.
\end{equation}
The split is exact within this linear model. The electrons dragged by the core are counted in the second term, through the effective charge $Z^*$. ``Nuclear contribution'' therefore means everything added when the nuclei are allowed to move, including the electrons that follow them.

Take $Q=4$, $q=-2$, $s=8$, $g=2$, $K=1.4$ in model units; these do not describe silica. Then $Z^*=4-16/10=2.4$ and $\Phi=1.4+16/10=3.0$, so
\begin{equation}
\chi=\frac{4}{10}+\frac{2.4^2}{3.0}=0.40+1.92=2.32 .
\end{equation}
Direct minimization of $U$ gives the same total. If one instead froze the shell at $x=0$ while the core moved, the core would contribute $Q^2/(s+K)=16/9.4=1.70$, and the sum would be 2.10, which is wrong. The frozen-shell recipe becomes correct for $s\to0$, when core and shell are uncoupled. In the opposite case, $g\to0$, a displacement of the core carries the shell fully along, and $Z^*\to Q+q$. The field still shifts the shell relative to the core, which leaves $\chi_{\rm el}=q^2/s$.

The same argument covers a real solid with many nuclear coordinates, collected in a vector $\mathbf u$. Once the electrons have relaxed, the energy to second order in $\mathbf u$ and $E$ is
\begin{equation}
U=\tfrac12\mathbf u^{T}\boldsymbol\Phi\,\mathbf u-E\,\mathbf Z^{T}\mathbf u-\tfrac12\varepsilon_0V\chi_{\rm el}E^2 .
\end{equation}
Here $\boldsymbol\Phi$ holds the force constants at fixed macroscopic field, and $\mathbf Z$ the effective charges for the field direction. Uniform translations are left out, since they do not polarize a neutral cell. Minimizing over $\mathbf u$ gives $\boldsymbol\Phi\mathbf u=\mathbf ZE$. The dipole is $-\partial U/\partial E=\varepsilon_0V\chi_{\rm el}E+\mathbf Z^{T}\mathbf u$, hence
\begin{equation}
\Delta\varepsilon=\frac{\mathbf Z^{T}\boldsymbol\Phi^{-1}\mathbf Z}{\varepsilon_0V}.
\end{equation}
For an insulator, a first-principles calculation can thus obtain $\varepsilon_\infty$ with clamped nuclei and $\Delta\varepsilon$ from effective charges and force constants. The formula holds at fixed strain. A free piezoelectric crystal also deforms in a static field, which adds a further term; an isotropic glass has no such term.

\subsection*{Why visible light sees mainly the electrons}

Give the core a mass $M$ and drive it at angular frequency $\omega$, slowly enough for the shell to follow. Newton's equation $M\ddot u=-\Phi u+Z^*E$ with $\ddot u=-\omega^2u$ gives
\begin{equation}
\frac{Z^*u}{E}=\frac{(Z^*)^2}{\Phi-M\omega^2}
=\frac{(Z^*)^2}{\Phi}\,\frac{1}{1-\omega^2/\omega_0^2},
\qquad \omega_0^2=\frac{\Phi}{M}.
\label{eq:osc}
\end{equation}
Far above $\omega_0$ this tends to $-(Z^*)^2/(M\omega^2)$, which is small and negative: the core is too heavy to follow. In the model with $M=1$ and shell mass $10^{-5}$, the full equations of motion give a response of 2.320 at $\omega=0.01$ and 0.397 at $\omega=40$. The second value is close to the clamped result 0.400.

To estimate the error for silica, represent the electrons by one oscillator and the lattice by another, with static strengths $A$ and $B$. Each has the frequency factor found in \eqref{eq:osc}. I choose round energies: 2.1 eV for the light, 12 eV for the electronic oscillator and 0.12 eV for the lattice oscillator. They are illustrative, not a fit to a silica spectrum. The factors at the light's energy are
\begin{equation}
a=\frac{1}{1-(2.1/12)^2}=1.03159,\qquad
b=\frac{1}{1-(2.1/0.12)^2}=-0.00328 .
\end{equation}
The two data impose
\begin{equation}
A+B=k-1,\qquad aA+bB=n^2-1 .
\end{equation}
Substituting $B=k-1-A$ into the second equation gives $(a-b)A+b(k-1)=n^2-1$, so
\begin{equation}
A=\frac{n^2-1-b(k-1)}{a-b}
=\frac{1.1316+0.00328\times2.9}{1.03159+0.00328}=1.103 ,
\end{equation}
and $B=2.9-1.103=1.797$. In this model $\varepsilon_\infty=1+A=2.10$ and $\Delta\varepsilon=1.80$, instead of 2.13 and 1.77.

The shift has two sources of opposite sign:
\begin{equation}
n^2-\varepsilon_\infty=(a-1)A+bB=0.035-0.006=0.029 .
\end{equation}
The electrons respond slightly more strongly at 2.1 eV than to a static field, while the lattice responds slightly against the field. With these energies the net shift is smaller than the 0.065 by which rounding of the inputs could raise the simple result, so $\Delta\varepsilon\approx1.77$ is a fair answer here. The margin depends on the energies chosen: with the same $n$ and $k$ but violet light at 3.1 eV, the model gives 0.073. Light closer to the electronic resonance would make $a$ larger and the estimate worse.

\subsection*{The same split seen in the absorption spectrum}

Add weak damping of width $w$ to an oscillator of strength $S$ and energy $E_0$. From here on $E$ denotes photon energy. The permittivity contribution is $SE_0^2/(E_0^2-E^2-iwE)$, and its imaginary part, which describes absorption, satisfies
\begin{equation}
\frac{\operatorname{Im}\varepsilon}{E}=\frac{SE_0^2w}{(E_0^2-E^2)^2+w^2E^2}.
\end{equation}
Let $I=\int_0^\infty dE\,[(E_0^2-E^2)^2+w^2E^2]^{-1}$. The substitution $E\to E_0^2/E$ turns the numerator 1 into $E^2/E_0^2$. Averaging the two forms, dividing numerator and denominator by $E^2$, and setting $y=E-E_0^2/E$ gives
\begin{equation}
I=\frac{1}{2E_0^2}\int_0^\infty\frac{(1+E_0^2/E^2)\,dE}{(E-E_0^2/E)^2+w^2}
=\frac{1}{2E_0^2}\int_{-\infty}^{\infty}\frac{dy}{y^2+w^2}
=\frac{\pi}{2wE_0^2}.
\end{equation}
Therefore
\begin{equation}
\frac{2}{\pi}\int_0^\infty\frac{\operatorname{Im}\varepsilon}{E}\,dE=S .
\end{equation}
For oscillators that add independently, each static contribution is the weighted area of its own absorption band; in a coupled system this holds when the electronic and lattice frequencies lie far apart. With widths of 0.10 eV (electronic) and 0.01 eV (lattice), numerical integration gives 1.798 below 1 eV and 1.102 above it, in agreement with $B$ and $A$ apart from small band tails. The separation is clean because a wide transparent window lies between the bands.

\subsection*{Which mechanism dominates?}

Do not compare 2.13 with 1.77, because 2.13 contains the vacuum's 1. Compare the parts of the susceptibility $k-1=2.9$:
\begin{equation}
\frac{n^2-1}{k-1}=\frac{1.1316}{2.9}=39\,\%,\qquad
\frac{k-n^2}{k-1}=\frac{1.7684}{2.9}=61\,\% .
\end{equation}
Measured as a share of the macroscopic susceptibility, the nuclear part is the larger one, although $n^2$ is the larger number. The ranking depends on this measure. The nuclear share includes the electronic polarization that the moving nuclei induce in their surroundings. If one removes the Lorentz local field and compares Clausius--Mossotti polarizabilities, a rough approximation for silica, the electronic share is $[(n^2-1)/(n^2+2)]/[(k-1)/(k+2)]=0.274/0.492=56\,\%$.

The identification of $k-n^2$ with lattice motion needs some care with the data. Both values must belong to the same material at the same density. For silica, $k=3.9$ is the usual value for thermal oxide, while bulk fused silica is usually quoted near 3.8, which would give $k-n^2=1.67$. The static value must be measured well below the lattice vibrations. If the sample holds water or other dipoles that can turn in a slow field, this turning contributes to $k$ but not to $n^2$, and the subtraction assigns it to the lattice by mistake. The numerical output below lists the values used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
refractive index n = 1.46 (dimensionless)
static permittivity k = 3.9 (relative)
optical permittivity n^2 = 2.1316 (relative)
nuclear contribution k - n^2 = 1.7684 (relative)
electronic susceptibility n^2 - 1 = 1.1316 (relative)
total susceptibility k - 1 = 2.9 (relative)
electronic share of k - 1 = 39.0 %
nuclear share of k - 1 = 61.0 %
n^2 times eps0 = 18.87 pF/m
nuclear part times eps0 = 15.66 pF/m
input half-widths: n 0.005, k 0.05 (dimensionless)
nuclear part, lowest = 1.704 (relative)
nuclear part, highest = 1.833 (relative)
model charges: Q = 4.0, q = -2.0 (model units)
model springs: s = 8.0, g = 2.0, K = 1.4 (model units)
model effective charge Z* = 2.40 (model units)
model effective stiffness = 3.00 (model units)
model electronic susceptibility, formula = 0.4000
model nuclear susceptibility, formula = 1.9200
model clamped susceptibility, minimized = 0.4000
model relaxed susceptibility, minimized = 2.3200
model core response, shell frozen = 1.7021
wrong sum with frozen shell = 2.1021
model masses: shell 1e-05, core 1 (model units)
response at frequency 0.01 (model units) = 2.3201
response at frequency 40 (model units) = 0.3970
index from Maxwell pulse speed = 1.4600 (dimensionless)
light energy = 2.1 eV
electronic oscillator energy = 12 eV
lattice oscillator energy = 0.12 eV
electronic factor a = 1.03159 (dimensionless)
lattice factor b = -0.00328 (dimensionless)
electronic strength A = 1.1027 (relative)
corrected eps_inf = 1 + A = 2.1027 (relative)
corrected nuclear part B = 1.7973 (relative)
shift of nuclear part = 0.0289 (relative)
damping: electronic 0.10 eV, lattice 0.01 eV
absorption area below 1 eV = 1.7978 (relative)
absorption area above 1 eV = 1.1022 (relative)
permittivity at light energy from absorption = 2.1316 (relative)
\end{verbatim}
